# Conservative finite volumes for terrace diffusion with unequal step attachment

## A terrace that creates matter

NaCl molecules condense on a 100 nm terrace and either desorb or join one of the two bounding steps. Divide the terrace into 400 cells, solve for the density, and compute each step flux as the attachment coefficient times the excess density in the nearest cell. For the example worked below, desorption and step fluxes then add up to 7.5 % more than was deposited. The density is sound; the flux has been read in the wrong place. The density at a cell centre is not the density at the step, and the difference matters when attachment is fast.

The cure is a scheme in which every flux is defined once, at a cell face. Deposition then equals desorption plus the two step fluxes on any grid, and arithmetic without subtraction keeps this balance to rounding error.

## The model and its balance

Let $x=0$ be the foot of the rising step and $x=L$ the brink of the descending one. The areal density $c(x)$ obeys

$$D c''-\frac{c}{\tau}+F=0, \tag{1}$$

with diffusivity $D$, residence time $\tau$ and deposition flux $F$. Fluxes leaving the terrace count as positive:

$$J_f=Dc'(0)=k_f[c(0)-c_{eq}],\qquad J_b=-Dc'(L)=k_b[c(L)-c_{eq}]. \tag{2}$$

The coefficients $k_f$ and $k_b$ differ because a molecule crossing the brink may face an extra barrier. The steps are straight, impermeable and slow compared with diffusion; coverage is low and no islands form. Integrating (1) gives $-J_b-J_f-\int c\,dx/\tau+FL=0$, that is,

$$FL=\frac1\tau\int_0^L c\,dx+J_f+J_b. \tag{3}$$

It is useful to work with the excess $u=c-c_{eq}$ and the net supply $F_n=F-c_{eq}/\tau$. Then $Du''-u/\tau+F_n=0$, and the edge fluxes are $k_fu(0)$ and $k_bu(L)$.

## Fluxes at faces

Take $N$ cells of width $h=L/N$, with $u_i$ at the centre of cell $i$, and define

$$K=D/h,\qquad g=h/\tau,\qquad s=hF_n.$$

The rightward flux between neighbours is $K(u_i-u_{i+1})$. At the foot, the unknown edge density $u(0)$ lies half a cell from $u_1$. The same flux crosses that half cell and enters the step:

$$J_f=\frac{D}{h/2}[u_1-u(0)]=k_fu(0).$$

The second equality gives $u(0)=J_f/k_f$. Inserting this in the first gives $u_1=J_f(1/k_f+h/2D)$, so

$$J_f=K_fu_1,\qquad K_f=\frac{k_f}{1+k_fh/2D}. \tag{4}$$

The edge reaction and the half cell are resistances in series. The brink has the same form, with $K_b$. A perfect edge, $k\to\infty$, gives $2D/h$; a blocked edge gives zero.

The equations for $N\ge2$ are

$$\begin{aligned}
(g+K_f)u_1+K(u_1-u_2)&=s,\\
gu_i+K(u_i-u_{i-1})+K(u_i-u_{i+1})&=s,\\
(g+K_b)u_N+K(u_N-u_{N-1})&=s,
\end{aligned}\tag{5}$$

the middle line holding for $1<i<N$. In the sum of all rows each interior flux occurs twice with opposite signs, which leaves

$$Ns=g\sum_iu_i+J_f+J_b. \tag{6}$$

Adding $c_{eq}L/\tau$ to both sides gives the discrete form of (3), $FL=\sum_ihc_i/\tau+J_f+J_b$. No smallness of $h$ was used.

The naive reading replaces $K_fu_1$ by $k_fu_1$. By (4) it creates the surplus

$$k_fu_1-J_f=J_f\frac{k_fh}{2D}, \tag{7}$$

which is first order in $h$. In a test with $L=1.5\sqrt{D\tau}$ and $k\sqrt{\tau/D}$ equal to 5 at the foot and 0.3 at the brink, going from 400 to 800 cells divided the total surplus by 2.000. Putting $k_f$ into the matrix as well would restore the balance but omit the half-cell resistance, so the fluxes would still carry a first-order error.

## Elimination without subtraction

Ordinary tridiagonal elimination stores the diagonal $2K+g$. On a fine grid $K$ grows and $g$ shrinks, so the digits of $g$, which carry the desorption, can be lost. This is avoided by keeping the sinks separate from the links.

Suppose that the rightward flux out of cell $i$ is known in the form $\varphi_i=q_i-e_iu_i$. The first row of (5) has this form with

$$e_1=g+K_f,\qquad q_1=s.$$

Equating $\varphi_i$ to $K(u_i-u_{i+1})$ gives

$$u_i=\frac{q_i+Ku_{i+1}}{e_i+K}. \tag{8}$$

Putting this back into $\varphi_i$,

$$\varphi_i=\frac{q_i(e_i+K)-e_iq_i-e_iKu_{i+1}}{e_i+K}=\frac{Kq_i}{e_i+K}-\frac{e_iK}{e_i+K}u_{i+1}.$$

The next cell adds $s$ and loses $gu_{i+1}$, so $\varphi_{i+1}=\varphi_i+s-gu_{i+1}$ has the assumed form with

$$e_{i+1}=g+\frac{e_iK}{e_i+K},\qquad q_{i+1}=s+\frac{q_iK}{e_i+K}. \tag{9}$$

At the brink $\varphi_N=K_bu_N$, hence $u_N=q_N/(e_N+K_b)$, and (8) supplies the other cells from right to left. Physically, $e_i$ is the conductance from cell $i$ to its own desorption and all sinks on its left, and $q_i$ is the flux that would leave the cell to the right if $u_i$ were held at zero. The work is proportional to $N$.

For $F_n>0$ every number in (8) and (9) is positive or zero; for net evaporation all $q_i$ and $u_i$ change sign together. Once $s$ has been formed, nothing is subtracted in computing $u_i$. Recovering the full density $c_i=c_{eq}+u_i$ during net evaporation can still lose digits where $c_i\ll c_{eq}$.

## What rounding error means here

Let $\varepsilon=2^{-53}$ be the unit roundoff in double precision, $\ell=\sqrt{D\tau}$ and $\lambda=L/\ell$. Treat the stored $K,g,s,K_f,K_b$ as given, and work to first order in $\varepsilon$.

The map $f(e)=eK/(e+K)$ multiplies a relative error in $e$ by $K/(e+K)\le1$. Each step in (9) for $e$ adds at most four roundings, so $e_i$ has relative error at most $4i\varepsilon$. To see how much of this reaches $e_i+K$, bound $e_i$ itself. Since $f$ is increasing with slope at most one, $f(ig+R)\le ig+f(R)$. Induction therefore gives $e_i\le ig+R_i$, where $R_1=K_f$, $R_{i+1}=f(R_i)$, and

$$\frac1{R_i}=\frac1{K_f}+\frac{i-1}{K}\ge\frac{i-1/2}{K},$$

because $K_f\le2K$. With $g/K=(h/\ell)^2$ and $ih\le L$,

$$\frac{ie_i}{K}\le\frac{i^2h^2}{\ell^2}+\frac{i}{i-1/2}\le\lambda^2+2.$$

The relative error of $e_i+K$ is thus at most $4\varepsilon(\lambda^2+2)+\varepsilon=(4\lambda^2+9)\varepsilon$. Each step for $q$, and each step of (8), adds three more roundings, so it contributes at most $(4\lambda^2+12)\varepsilon$. There are $N-1$ steps each way, and forming $u_N$ adds at most $(4N+2)\varepsilon$. Altogether the relative error of every $u_i$ is at most

$$[2(N-1)(4\lambda^2+12)+4N+2]\varepsilon\le(8\lambda^2+28)N\varepsilon.$$

All sinks in (6) have the same sign, so their sum has no larger relative error. One rounding for each product and one for the final sum, if it is accumulated exactly before rounding, give

$$\frac{|\text{imbalance of (6)}|}{|Ns|}\le(8\lambda^2+30)N\varepsilon. \tag{10}$$

This is an upper bound, not a prediction. In 80 random growth and evaporation cases, with $\lambda$ from $10^{-3}$ to 10, $kL/D$ from $10^{-6}$ to $10^4$ and from 2 to 1499 cells, the largest imbalance was 0.029 of its bound.

A nearly isolated terrace shows what is gained. In units with $D=L=F=1$ and $c_{eq}=0$, take $\tau=10^6$, $k_f=10^{-7}$, $k_b=3\times10^{-7}$ and $N=2000$. The scheme above leaves a relative imbalance of $8\times10^{-14}$; ordinary elimination leaves $3.2\times10^{-4}$. The loss can be traced. Here $2K=4000$ and $g=5\times10^{-10}$, while neighbouring double-precision numbers near 4000 differ by $2^{-41}=4.55\times10^{-13}$. Thus $g$ is 1099.51 spacings and is stored as 1100, a relative error of $4.4\times10^{-4}$. Desorption takes the fraction $10^{-6}/(10^{-6}+4\times10^{-7})=0.71$ of the supply, and the product is $3.2\times10^{-4}$.

## Balance is not accuracy

Equation (6) holds on a grid of four cells, whatever the quality of its fluxes. Accuracy needs a reference. With $\Delta=F_n\tau$ and $z=x/\ell$, the continuous solution is

$$u/\Delta=1+A\cosh z+B\sinh z.$$

Set $a=k_f\ell/D$, $b=k_b\ell/D$, $C=\cosh\lambda$ and $S=\sinh\lambda$. The edge conditions become

$$B=a(1+A),\qquad-(AS+BC)=b(1+AC+BS). \tag{11}$$

Substituting the first into the second and collecting $A$ gives

$$A=-\frac{a(C+bS)+b}{M},\qquad M=(a+b)C+(1+ab)S.$$

Then $1+A=[S+b(C-1)]/M$. Since $J_f=D\Delta B/\ell$, and reflection of the terrace exchanges $a$ and $b$,

$$J_f=\frac{D\Delta}{\ell}\frac{a[S+b(C-1)]}{M},\qquad J_b=\frac{D\Delta}{\ell}\frac{b[S+a(C-1)]}{M}. \tag{12}$$

An independent boundary-value solution agreed with the scaled profile and fluxes within $10^{-7}$ for $(\lambda,a,b)=(1.5,5,0.3)$, $(0.4,0.2,8)$ and $(4,2,1)$.

The discrete equations can be solved in the same way, which settles the order of the scheme. Let $\eta=h/\ell$ and define $\theta$ by $2\sinh(\theta/2)=\eta$. The interior rows of (5) are satisfied by

$$u_i/\Delta=1+A'\cosh[(i-\tfrac12)\theta]+B'\sinh[(i-\tfrac12)\theta],$$

because the second difference of either hyperbolic function is $4\sinh^2(\theta/2)=\eta^2=g/K$ times the function. Extend this formula to a fictitious $u_0$. Comparing the first row with an interior row gives $J_f=K(u_1-u_0)$. By (4), the edge density is $u_1-J_fh/2D=(u_0+u_1)/2$, so

$$K(u_1-u_0)=k_f\frac{u_0+u_1}{2}.$$

The difference on the left is $\Delta\eta B'$ and the mean on the right is $\Delta(1+\kappa A')$, with $\kappa=\cosh(\theta/2)=\sqrt{1+\eta^2/4}$. Hence $B'=a(1+\kappa A')$. With $\Lambda=N\theta$, the brink gives likewise

$$-(A'\sinh\Lambda+B'\cosh\Lambda)=b[1+\kappa(A'\cosh\Lambda+B'\sinh\Lambda)].$$

Multiply both conditions by $\kappa$. They become (11) for $\kappa A'$ and $\kappa B'$, with $a,b,\lambda$ replaced by $\kappa a,\kappa b,\Lambda$. Therefore

$$J_f^{(h)}=\frac{D\Delta}{\ell}\frac{B(\Lambda,\kappa a,\kappa b)}{\kappa},\quad \kappa=1+\frac{\eta^2}{8}+\dots,\quad \Lambda=\lambda\left(1-\frac{\eta^2}{24}+\dots\right). \tag{13}$$

The flux error is second order in $h$, also for a perfect edge, since $B$ stays finite as $a\to\infty$. Tests at $\lambda=1.5$ with $(a,b)=(5,0.3)$ and $(\infty,0)$ agree: each halving of $h$, from 40 to 160 cells, divided the errors by 3.999 to 4.000.

## What unequal edges do

Differentiating (12) with respect to $b$ leaves, apart from positive factors,

$$\frac{\partial J_f}{\partial b}\propto(C-1)(aC+S)-S(C+aS)=a(1-C)-S<0$$

for $\Delta>0$ and $a>0$, using $C^2-S^2=1$. A brink barrier lowers $b$ and so sends more molecules to the foot. The foot does not recover everything, however: for the total $J_f+J_b\propto[(a+b)S+2ab(C-1)]/M$, the same differentiation gives the numerator

$$[S+2a(C-1)](aC+S)-aS(C+aS)=[S+a(C-1)]^2>0.$$

The barrier therefore lowers total capture and, by the balance, raises desorption.

Two limits show the scales. Let $d_f=D/k_f$ and $d_b=D/k_b$. For $\lambda\ll1$, put $S\simeq\lambda$ and $C-1\simeq\lambda^2/2$ in (12). If also $Ld_fd_b/\ell^2\ll L+d_f+d_b$, excess desorption is negligible and

$$J_f\simeq F_nL\,\frac{L/2+d_b}{L+d_f+d_b}.$$

The split depends on how $d_f$ and $d_b$ compare with the terrace width. For $\lambda\gg1$, $C\simeq S$ gives $J_f\simeq F_n\ell^2/(\ell+d_f)$: each step collects from its own neighbourhood and no longer feels the other.

## NaCl on a stepped surface

Take NaCl(001) at 700 K, where $k_BT=0.0603$ eV, with $L=100$ nm. The lattice constant 0.564 nm gives a hop length of 0.399 nm, a step height of 0.282 nm and an area $\Omega=0.159$ nm² per NaCl unit. Rough energies of 1.0 eV for desorption and 0.3 eV for diffusion, with an attempt rate of $10^{13}$ s⁻¹, give

$$\tau=1.58\times10^{-6}\ \text{s},\quad D=2.75\times10^9\ \text{nm}^2/\text{s},\quad\ell=66.0\ \text{nm},\quad\lambda=1.515.$$

Here $D$ is the hop rate times the squared hop length divided by four. The foot has $k_f=D/(\text{hop length})$; an assumed brink barrier of 0.25 eV reduces $k_b$ by its Boltzmann factor. Thus $d_f=0.399$ nm, $d_b=25.2$ nm, $a=165.5$ and $b=2.624$.

The equilibrium pressure is taken as $10^{-6}$ Torr and the impinging pressure as $2\times10^{-6}$ Torr. The kinetic flux $P/\sqrt{2\pi mk_BT}$, with unit sticking, gives $F=3.474$ and $F_{eq}=1.737$ nm⁻² s⁻¹. Detailed balance sets $c_{eq}=F_{eq}\tau$, so $F_n=F-F_{eq}=1.737$ nm⁻² s⁻¹.

In (12), $D\Delta/\ell=F_n\ell=114.6$ nm⁻¹ s⁻¹, $C=2.384$, $S=2.165$ and $M=1343$. Hence

$$J_f=114.6\times\frac{165.5(2.165+2.624\times1.384)}{1343}\simeq81.9\ \text{nm}^{-1}\text{s}^{-1},$$

and similarly $J_b=51.8$ nm⁻¹ s⁻¹. The 400-cell solution gives the same values to these digits, and its balance reads

$$347.35=213.65+81.90+51.80\quad\text{nm}^{-1}\text{s}^{-1}.$$

Of the desorption, $F_{eq}L=173.7$ nm⁻¹ s⁻¹ would occur at equilibrium; the remaining 40.0 is the loss from the net supply. The unrounded balance closes to $9\times10^{-16}$ of $FL$. For the excess balance (6) the imbalance is $1.9\times10^{-15}$ of the net supply, against a bound of $2.15\times10^{-12}$. Ordinary elimination gives $2.6\times10^{-12}$, which is harmless here.

The opening error follows from (7). At the foot $k_fh/2D=0.125/0.399=0.313$, a surplus of 25.7 nm⁻¹ s⁻¹; the brink adds 0.3. Together they are 7.5 % of $FL$. The cell width of 0.25 nm is below the hop length, so such a grid resolves the continuum equation and not atomic detail.

With four cells the excess imbalance is $3\times10^{-17}$, yet the foot flux is 2.2 % too low. In (13), $\eta=25/66.0=0.379$ and $\kappa=1.018$, so the factor $1/\kappa$ alone accounts for 1.7 %. Between 200 and 400 cells the fluxes move by at most $7\times10^{-6}$ of their values.

With temperature, pressures, terrace width and $k_f$ held fixed, the brink barrier acts as follows:

| Barrier (eV) | $J_f$ (nm⁻¹ s⁻¹) | $J_b$ (nm⁻¹ s⁻¹) | Captured net supply |
|---|---:|---:|---:|
| 0 | 73.0 | 73.0 | 84 % |
| 0.25 | 81.9 | 51.8 | 77 % |
| 0.50 | 102.4 | 2.7 | 60 % |

In an equally spaced train each step receives $J_f$ from one side and $J_b$ from the other. At 0.25 eV it moves at $\Omega(J_f+J_b)=21$ nm/s, and the film grows at about 0.06 nm/s, or roughly 200 nm/h.

## How far the numbers can be trusted

The energies and pressures are rough values for NaCl growth from vapour, and the brink barrier is a model choice, so the fluxes are estimates. Raising the desorption energy by 0.05 eV at fixed pressures raises the total step flux by 15 %. Real NaCl vapour also contains dimers. If they carry an assumed 20 % of the pressure, both impinging and equilibrium, they arrive $\sqrt2$ times more slowly at equal pressure but bring two units each; the supply changes by $0.8+0.2\sqrt2-1=8$ %, and, if dimers split on landing, so do the step fluxes in this linear model.

Real steps absorb at kinks. Let each site along the step, one hop length long, be straight with weight 1 or carry a kink of either sign with weight $w=e^{-E_k/k_BT}$ each. A site then holds a kink with probability $2w/(1+2w)$, and the mean spacing is the hop length times $(1+2w)/2w$. An assumed kink energy $E_k=0.2$ eV gives 5.9 nm, small beside $\ell$ but larger than $d_f$. If this spacing set $d_f$ while $d_b$ stayed the same, then $a$ would be 11.2 and (12) would lower the foot flux by about 8 %. The site length is a simplification: steps on NaCl(001) usually run along ⟨100⟩, where neighbouring ions are 0.282 nm apart and the NaCl unit repeats every 0.564 nm. Using these lengths instead would give about 6 % and 11 %. The spacing is only a scale for $d_f$, which also depends on how a kink captures. Take a square lattice with equal hop rates everywhere, and represent the kinks by capture sites placed evenly, every 15 sites, on a straight reflecting edge. Solving for diffusion gives $d_f=3.4$ nm if a molecule is captured on reaching such a site and 9.4 nm if it needs one more hop; the foot flux is then lower by about 5 % or 12 %. The geometry matters. If each kink is given its actual jog, so that the kink site has two open neighbours instead of three, $d_f$ rises to about 5 nm or 11 nm and the loss to about 7 % or 15 %. One sample of randomly placed capture sites with the same mean spacing on the straight edge gave about 6 nm or 13 nm, a loss of about 9 % or 16 %. The quasi-static and dilute assumptions are much safer: the ratio $vL/D$, with $v$ the step speed, is $8\times10^{-7}$, and the peak coverage is $6\times10^{-7}$.

Islands are the delicate point. A square island of side $r$ costs $4\beta r-r^2\delta/\Omega$, where $\beta$ is the step energy per length and $\delta=k_BT\ln(c/c_{eq})$. Its maximum, at $r=2\beta\Omega/\delta$, is $4\beta^2\Omega/\delta$. With an assumed $\beta=0.25$ eV/nm and the peak density, the barrier is 2.5 eV. Multiplying its Boltzmann factor by $Dc/\Omega$, as a rough attempt rate per area, gives about $10^{-8}$ islands per area $L^2$ in the 4.7 s needed for one layer. Halving $\beta$ would quarter the barrier and raise this number by about thirteen powers of ten. Even the entropy of the kinks assumed above matters: it would lower the step free energy from 0.25 to 0.239 eV/nm and raise the number about thirtyfold. The two energies were assumed independently. In a nearest-neighbour picture a kink would cost only $\beta$ times one site length, 0.10 eV; the same estimate then gives 0.201 eV/nm and about $10^{-2}$ islands. Step flow is thus a conditional conclusion, and where islands form, (1) lacks a sink that no closed balance will reveal.

The numerical output below records the remaining digits. It includes a comparison with a 50-digit solution of the nearly isolated terrace on 40 cells: the largest relative error in any $u_i$ is $1.5\times10^{-15}$, within the derived bound of $1.2\times10^{-13}$.

## Calculated quantities

```
temperature 700 K, kT 0.06032 eV
terrace width 100 nm, cells 400, cell width 0.250 nm
lattice 0.564 nm, hop 0.3988 nm, step 0.282 nm
area per NaCl unit 0.1590 nm^2, attempt rate 1.0e+13 1/s
desorption 1.00, diffusion 0.30, brink barrier 0.25 eV
pressures: equilibrium 1.0e-06, impinging 2.0e-06 Torr
impinging flux F 3.47354, equilibrium flux 1.73677 nm^-2 s^-1
diffusivity D 2.7515e+09 nm^2/s, residence time 1.5837e-06 s
diffusion length 66.012 nm, lambda 1.5149
k_foot 6.8992e+09, k_brink 1.0937e+08 nm/s
D/k_foot 0.3988, D/k_brink 25.159 nm
scaled coefficients a 165.523, b 2.6238
equilibrium density 2.7506e-06 nm^-2
peak density 3.5934e-06 nm^-2 at x = 59.62 nm
deposition F L 347.35437 nm^-1 s^-1
desorption 213.64893 nm^-1 s^-1
foot flux 81.90110, closed form 81.90128 nm^-1 s^-1
brink flux 51.80434, closed form 51.80443 nm^-1 s^-1
relative imbalance, full balance 9.39e-16
relative imbalance, excess balance 1.89e-15
rounding bound for excess balance 2.15e-12
ordinary elimination, excess imbalance 2.57e-12
cell-centre edge reading, imbalance 7.46 % of F L
largest flux shift, 200 to 400 cells 6.71e-06 (relative)
4 cells: excess imbalance 3.07e-17
4 cells: foot flux error -2.175 %
barrier 0.00 eV: foot 73.0424, brink 73.0424 nm^-1 s^-1, captured 84.11 % of net
barrier 0.25 eV: foot 81.9011, brink 51.8043 nm^-1 s^-1, captured 76.99 % of net
barrier 0.50 eV: foot 102.3923, brink 2.6783 nm^-1 s^-1, captured 60.50 % of net
step speed 21.2656 nm/s, layer time 4.702 s
growth rate 215.888 nm/h
hard case, 2000 cells: no subtraction 8.34e-14
hard case, 2000 cells: ordinary 3.17e-04
hard case, 2000 cells: bound 6.66e-12
50-digit check, 40 cells: error 1.50e-15, bound 1.24e-13
random cases: largest imbalance/bound 0.0291
error ratios on halving h: 3.9992 to 3.9999
cell-centre reading: ratio on halving h 2.0000
assumed step energy 0.25 eV/nm, kink energy 0.20 eV
island barrier at peak density 2.466 eV
log10(islands per L^2 per layer time) -8.3
step motion v L/D 7.73e-07, peak coverage 5.72e-07
mean kink spacing 5.89 nm
vapour dimer pressure share 0.20: supply change 8.3 %
desorption energy +0.05 eV: step flux change 14.6 %
```
